# How nonhydrostatic stress changes the epitaxial regrowth rate of amorphous silicon, part 1

(Sections cited here and not found follow in the second part.)

## The activation strain tensor of a loaded interface

Ion implantation can turn the top hundred nanometres or so of a silicon wafer amorphous. When the wafer is annealed near 550 °C, the crystal underneath serves as a template: atoms at the interface rearrange into the crystal structure, and the interface moves towards the surface at roughly a tenth of a nanometre per second. The layer is often under stress while this happens, because of films deposited on it, filled trenches beside it, or bending of the wafer. Such a stress is usually very different in different directions. A regrowth rate measured under hydrostatic pressure therefore does not by itself say what will happen in a bent wafer.

Transition-state theory gives the form of the answer. To first order in stress, the logarithm of the rate changes by a sum of stress components, each multiplied by a component of a tensor with the dimension of volume. The theory says what this tensor means and how symmetry restricts it. It does not supply the numerical values, which must be measured or computed from an atomic model of the rate-limiting event.

Let $\sigma_{ij}$ be the stress, positive in tension, so that a hydrostatic pressure $P$ is $\sigma_{ij}=-P\delta_{ij}$. The interface is flat and parallel to (001). Axes 1 and 2 lie in the interface along the cubic directions [100] and [010], and axis 3 is the growth normal. Repeated indices are summed, and $A:\sigma$ stands for $A_{ij}\sigma_{ij}$. Strains are small, the temperature $T$ is fixed, and both phases are taken to carry the same stress. Equilibrium guarantees this last condition for the components that act across the interface, $\sigma_{i3}$. For the in-plane components it is an assumption.

Consider a block of volume $B$ that contains a patch of the interface, and let the surroundings exert on its surface the constant traction $t_i=\sigma_{ij}n_j$, where $n_j$ is the outward normal. If the surface is displaced by $u_i$, the loads do the work

$$
W=\oint t_iu_i\,dS=\sigma_{ij}\oint u_in_j\,dS .
$$

The surface integral defines the mean strain of the block. Since $\sigma_{ij}$ is symmetric, only the symmetric part of the integral contributes, and with

$$
\varepsilon_{ij}=\frac{1}{2B}\oint (u_in_j+u_jn_i)\,dS
$$

the work becomes $W=B\,\sigma:\varepsilon$. This definition refers to the outer surface alone. It remains meaningful when atoms inside the block exchange neighbours, where a local displacement field would be ill defined. The potential energy of the block and its loads together is $E-B\,\sigma:\varepsilon$, because work done by the loads lowers their own potential energy.

Let $x$ be a coordinate that follows the rate-limiting rearrangement, with a constant effective mass $m$. The initial state is the region $x<x^\ddagger$, and the transition state is the dividing surface $x=x^\ddagger$. Classical transition-state theory sets the rate equal to the thermal flux through this surface in the forward direction, and so assumes that a trajectory that has crossed does not return at once. The velocity $w=\dot x$ has a Gaussian distribution, whose forward part contributes

$$
\int_0^\infty w\sqrt{\frac{m}{2\pi kT}}\;e^{-mw^2/2kT}\,dw
=\sqrt{\frac{m}{2\pi kT}}\,\frac{kT}{m}=\sqrt{\frac{kT}{2\pi m}} .
$$

The probability density for finding the system at the surface is a ratio of two configuration integrals. If $\Gamma$ denotes all the configurational coordinates, including the strain of the block, the rate is

$$
k(\sigma)=\sqrt{\frac{kT}{2\pi m}}\;\frac{Z_\ddagger(\sigma)}{Z_0(\sigma)},
$$

$$
Z_0=\int_{x<x^\ddagger}e^{-(E-B\sigma:\varepsilon)/kT}d\Gamma,\qquad
Z_\ddagger=\int\delta(x-x^\ddagger)\,e^{-(E-B\sigma:\varepsilon)/kT}d\Gamma .
$$

Here $k(\sigma)$, written with its argument, is a rate, while the $k$ in $kT$ is Boltzmann's constant. The velocity factor does not contain the stress, so the whole stress dependence lies in the two integrals.

In differentiating with respect to stress, all nine components are treated as separate variables, so that $d\ln Z=(\partial\ln Z/\partial\sigma_{ij})\,d\sigma_{ij}$ with both indices summed. For either state, labelled $a$,

$$
\frac{\partial\ln Z_a}{\partial\sigma_{ij}}
=\frac{1}{Z_a}\int_a\frac{B\varepsilon_{ij}}{kT}\,e^{-(E-B\sigma:\varepsilon)/kT}d\Gamma
=\frac{B}{kT}\langle\varepsilon_{ij}\rangle_a .
$$

Subtracting the initial state from the transition state and evaluating at zero stress gives

$$
V^*_{ij}\equiv kT\left.\frac{\partial\ln k(\sigma)}{\partial\sigma_{ij}}\right|_{\sigma=0}
=B\left(\langle\varepsilon_{ij}\rangle_\ddagger-\langle\varepsilon_{ij}\rangle_0\right).
$$

This is the activation strain tensor, expressed as a volume. A positive $V^*_{11}$ means that the block is wider along axis 1 when the event is at its transition state than before it began. Tension along axis 1 then does positive work on the way up, and the event becomes more frequent. The strain is that of the whole block, so $V^*$ contains the elastic response of the surroundings as well as the displacements of the few atoms that rearrange.

Two choices made in this derivation deserve a comment. The dividing surface was held fixed. If it is instead placed, at each stress, where the calculated rate is smallest, then $x^\ddagger$ depends on $\sigma$ and the chain rule adds the term $(\partial\ln k/\partial x^\ddagger)(\partial x^\ddagger/\partial\sigma_{ij})$. Its first factor vanishes at the minimum, so the first-order result is the same as for a surface held fixed at the position that minimises the rate at zero stress. The other choice is the neglect of immediate returns. If these reduce the rate by a factor $\kappa(\sigma)$, then $kT\,\partial\ln\kappa/\partial\sigma_{ij}$ has to be added to $V^*_{ij}$.

The growth speed is proportional to the event rate when one kind of event controls growth and the number of places where it can occur is fixed. If the event needs an interface defect that is itself in thermal equilibrium, the speed is proportional to the defect concentration times the rate at a defect. For dilute defects, the concentration contributes the ratio $Z_d/Z_0$ and the event contributes $Z_\ddagger/Z_d$, where $d$ labels the block with a defect. The product is again $Z_\ddagger/Z_0$. The measured tensor is then the sum of a formation part and a migration part, and growth data alone do not separate the two.

For the growth speed $v$, reverse jumps being left aside for the moment, the first-order law is

$$
\ln\frac{v(\sigma)}{v(0)}=\frac{V^*:\sigma}{kT}+O(\sigma^2).
$$

The size of the neglected terms follows from a second differentiation. Since $\langle\varepsilon_{ij}\rangle_a$ is a ratio of two integrals that both depend on stress,

$$
\frac{\partial\langle\varepsilon_{ij}\rangle_a}{\partial\sigma_{kl}}
=\frac{B}{kT}\left(\langle\varepsilon_{ij}\varepsilon_{kl}\rangle_a
-\langle\varepsilon_{ij}\rangle_a\langle\varepsilon_{kl}\rangle_a\right)\equiv S^a_{ijkl}.
$$

The left side is the definition of the isothermal compliance of the block in state $a$, so the thermal fluctuations of its strain determine that compliance. The Taylor series to second order is therefore

$$
\ln\frac{k(\sigma)}{k(0)}=\frac{V^*:\sigma}{kT}
+\frac{B}{2kT}\,\sigma:(S^\ddagger-S^0):\sigma+O(\sigma^3).
$$

If the block is softer at its transition state, the quadratic term is positive for tension and compression alike. It makes the gain under a favourable load larger and the loss under an unfavourable load smaller.

These relations can be followed on a small model block with $B=1\ \mathrm{nm^3}$ at 820 K. Let $s=(1-x^2)^2$, and let the energy as a function of $x$ and the three normal strains be

$$
E=E_as+B\left[\tfrac12(1-0.1s)\,e\cdot Ce-K(e_1+e_2+e_3)^3\right],
$$

where $e=\varepsilon-(a-\tfrac12b)s-\tfrac12b(1+x)$. The barrier is $E_a=2.7$ eV. The matrix $C$ has 160 GPa on its diagonal and 60 GPa elsewhere, and $K=50$ GPa. The strain offsets are $a=(0.0030,0.0030,-0.0120)$ and $b=(0,0,-0.0004)$. The initial region is $-1.5<x<0$, the dividing surface is $x=0$, and each strain runs from $-0.07$ to $0.07$. The slope of the numerically integrated rate under a small load along axis 1 gives $V^*_{11}=0.002975\ \mathrm{nm^3}$, and the difference of the mean strains at zero load gives the same value. It is not quite the 0.0030 nm³ that follows from the strains of lowest energy at $x=-1$ and $x=0$, because $V^*$ is a difference between thermal averages.

The same block shows how far the series can be trusted. It was loaded with 0.5 GPa as tension along axis 1, as compression along axis 3, and as hydrostatic pressure. With the linear and quadratic terms included, the largest remaining error in $\ln[k(\sigma)/k(0)]$ was $2.5\times10^{-4}$.

Symmetry now reduces the number of components. Measure positions in the diamond lattice in quarters of the cubic lattice constant. Successive (001) layers then hold atoms at the following in-plane positions, each coordinate being understood modulo 4:

$$
\begin{aligned}
z=0&:\ (0,0),(2,2) &\qquad z=1&:\ (1,1),(3,3)\\
z=2&:\ (0,2),(2,0) &\qquad z=3&:\ (1,3),(3,1)
\end{aligned}
$$

A square has eight symmetry operations. Four of them carry every layer into itself: the identity, the half turn $(x,y)\to(-x,-y)$, and the reflections $(x,y)\to(y,x)$ and $(x,y)\to(-y,-x)$. A quarter turn does not. It sends $(1,1)$ to $(-1,1)$, which is $(3,1)$ and belongs to layer 3, while it leaves layer 0 in place. If the quarter turn $(x,y)\to(-y,x)$ is followed by the shift $(1,3)$, however, layer 0 goes into layer 3, layer 3 into layer 2, layer 2 into layer 1, and layer 1 into layer 0. Every layer is thus carried into the one below it. Combining this operation with the first four yields the other four operations of the square. A crystal cut at one layer therefore has half the symmetry of a square, and the crystal cut one layer lower is the same object turned by 90°.

The amorphous side is taken to be isotropic on average, so it does not lower this symmetry. A single event may be lopsided, but its symmetry-related variants occur equally often. If $N$ variants with tensors $V^g$ contribute side by side, their rates add:

$$
\ln\left[\frac1N\sum_ge^{V^g:\sigma/kT}\right]
=\frac{1}{kT}\left(\frac1N\sum_gV^g\right):\sigma+O(\sigma^2).
$$

To first order, the average tensor is the one that counts. For a single termination it must be unchanged by the half turn, which reverses axes 1 and 2 and leaves axis 3 alone. The components $V_{13}$ and $V_{23}$ change sign under this operation and are therefore zero. The reflection that exchanges axes 1 and 2 requires $V_{11}=V_{22}$. Both operations leave $V_{12}$ unchanged, so this component may be present:

$$
V^{A}=\begin{pmatrix}V_{11}&V_{12}&0\\V_{12}&V_{11}&0\\0&0&V_{33}\end{pmatrix},\qquad
V^{B}=\begin{pmatrix}V_{11}&-V_{12}&0\\-V_{12}&V_{11}&0\\0&0&V_{33}\end{pmatrix}.
$$

The second tensor belongs to the next termination. It follows from the quarter turn, which replaces axis 1 by axis 2 and axis 2 by the reverse of axis 1, and so reverses the sign of $V_{12}$.

Growth through many layers passes through both terminations equally often, and the growth speed has all eight operations of the square as symmetries. Its first-order tensor is therefore

$$
V^*=\mathrm{diag}(V_{11},V_{11},V_{33}).
$$

Shear components referred to the cubic axes have no first-order effect on growth at a flat (001) interface. Two numbers remain, and two kinds of experiment can supply them. Under hydrostatic pressure,

$$
kT\frac{\partial\ln v}{\partial P}=-\mathrm{tr}\,V^*=-(2V_{11}+V_{33}),
$$

and a uniaxial load in the plane gives $V_{11}$. The response to a load along the normal follows without a third experiment:

$$
V_{33}=\mathrm{tr}\,V^*-2V_{11}.
$$

In the model block this subtraction gives $V_{33}=-0.011827\ \mathrm{nm^3}$, and the mean normal strains give the same value directly. In practice the subtraction amplifies errors. If the two measurements have independent uncertainties $\Delta_{\mathrm{tr}}$ and $\Delta_{11}$, the uncertainty of $V_{33}$ is $(\Delta_{\mathrm{tr}}^2+4\Delta_{11}^2)^{1/2}$, so the in-plane measurement enters with twice its own error.

To first order, the effect of stress on growth at a flat (001) interface is described by two numbers, $V_{11}$ and $V_{33}$, which a pressure experiment and a uniaxial in-plane load can supply. It remains to find how growth in successive steps modifies the exponential law, and how large the effects are for a silicon layer.
